Keller duality and the checkerboard conductivity: two derivations in the plane

Suppose that a heat spreader in a chip package is built from many small columns of two metals, set side by side like the squares of a chessboard. Whoever computes its temperature must decide whether to mesh every column or to replace the pattern by a uniform block, and, in the second case, which conductivity to give the block. For columns of 400 and 140 W/(m K) the arithmetic mean is 270.00 W/(m K) and the harmonic mean 207.41 W/(m K). In a bar treated below, these two choices give temperature drops of 37.04 K and 48.21 K for the same heat current. For in-plane flow the question has a definite answer, the geometric mean √(k₁k₂), and it follows from a relation between a medium and its reciprocal, called Keller duality. Two derivations are given, one acting on the fields and one on minimum principles.

**The cell problem**

Let k(x,y) be a periodic scalar conductivity with 0 < k_min ≤ k ≤ k_max. Define the field E = −∇T and the heat flux q = kE, and let ⟨ ⟩ be the average over a period cell. Temperature and normal flux are continuous at every interface (perfect contact), and there are no heat sources. For a given mean field e we seek

E = e − ∇χ, with χ periodic,

⟨kE·∇φ⟩ = 0 for every periodic φ. (1)

Equation (1) is div q = 0 in integrated form, and it contains the continuity of normal flux at interfaces.

A solution exists and is unique. With the inner product ⟨k a·b⟩, equation (1) says that E is what remains of e after its orthogonal projection onto the periodic gradients has been removed. These gradients form a closed space, because the bounds on k make this inner product equivalent to the ordinary one, so the projection exists and is unique.

The effective tensor K is defined by ⟨q⟩ = Ke. Let E_a and E_b be the solutions for mean fields a and b. Since E_b differs from b by a periodic gradient, (1) gives

b·Ka = ⟨b·kE_a⟩ = ⟨kE_b·E_a⟩.

The right side is unchanged when a and b are exchanged, so K is symmetric. Moreover,

a·Ka = ⟨k|E_a|²⟩ ≥ k_min⟨|E_a|²⟩ ≥ k_min|a|²,

because a mean square is at least the square of the mean. Hence K is positive and has an inverse.

**First derivation: rotating flux and field**

Let R be the rotation by 90 degrees, R(a,b) = (−b,a). Then

curl(Rq) = ∂q_x/∂x + ∂q_y/∂y = div q = 0,

div(RE) = −∂E_y/∂x + ∂E_x/∂y = −curl E = 0.

Rotation turns a flux without sources into a field without curl, and the reverse. At an interface it exchanges the continuity of normal flux with that of the tangential field. Take a constant c² > 0 and define

E′ = Rq, q′ = c²RE.

Since E = q/k and k is a scalar, which commutes with R,

q′ = c²R(q/k) = (c²/k)E′.

So E′ and q′ obey the local law of a medium with conductivity c²/k. (The primed quantities carry extra units of conductivity, which is harmless in a linear problem.)

To be a solution of the cell problem, E′ must also be its mean plus a periodic gradient. Expand it in Fourier components E′_G with wavevectors G. The absence of curl means that E′_G is parallel to G for each G ≠ 0, so it can be written as iGψ_G, the component of a gradient. The component G = 0 is the mean. The pair is therefore the unique solution for the medium c²/k with mean field ⟨E′⟩, and

⟨q′⟩ = K[c²/k]⟨E′⟩.

Insert ⟨E′⟩ = R⟨q⟩ = RKe and ⟨q′⟩ = c²Re:

K[c²/k]RKe = c²Re.

This holds for every e. Multiplying from the right by K⁻¹ and then by R⁻¹ = Rᵀ gives Keller duality,

K[c²/k] = c²RK⁻¹Rᵀ. (2)

Now write K as the rows (a, b) and (b, d), with determinant D = ad − b². Its inverse has the rows (d, −b)/D and (−b, a)/D. Rotation by R exchanges the diagonal elements of a symmetric matrix and reverses the sign of the off-diagonal one. So RK⁻¹Rᵀ has the rows (a, b)/D and (b, d)/D, and

K[c²/k] = c²K/det K. (3)

The dual medium has the same principal axes and the same ratio of principal conductivities.

**From duality to the checkerboard**

With two phases, choose c² = k₁k₂. Then c²/k equals k₂ where k was k₁, and k₁ where it was k₂, so the phases are exchanged:

K[exchanged] = k₁k₂K/det K. (4)

On a checkerboard of equal squares, the exchange has the same effect as a shift by one tile. A shift does not alter averages, so K[exchanged] = K and

det K = k₁k₂. (5)

The pattern also goes into itself under rotation by 90 degrees about a tile centre, so K = RKRᵀ. By the rule just used, this requires a = d and b = −b. Therefore K is a number κ times the identity, and κ² = k₁k₂. Since K is positive,

κ = √(k₁k₂). (6)

The two symmetries do separate work. Equal stripes also exchange their phases under a shift, but they lack the fourfold rotation. Their conductivities are 207.41 W/(m K) across and 270.00 W/(m K) along the stripes. The product is k₁k₂, as (5) demands, yet neither value is the geometric mean. A checkerboard of 2:1 rectangles lies between these cases: a finite-element solution gives 251.14 W/(m K) along the long axis and 223.22 W/(m K) along the short one, with a determinant 1.00107 times k₁k₂, where the excess over 1 is mesh error.

**Second derivation: two minimum principles**

This route does not transform the solution. It compares two ways of characterizing the dissipation-like quantity ⟨q·E⟩.

The first principle varies the temperature at fixed mean field e:

e·Ke = min over periodic φ of ⟨k|e − ∇φ|²⟩. (7)

To prove it, write e − ∇φ = E + ∇η, where E is the solution and η = χ − φ is periodic. Then

⟨k|E + ∇η|²⟩ = ⟨k|E|²⟩ + 2⟨kE·∇η⟩ + ⟨k|∇η|²⟩.

The middle term vanishes by (1), the last is not negative, and the first equals e·Ke.

The second principle varies the flux at fixed mean flux p:

p·K⁻¹p = min over j of ⟨|j|²/k⟩, with div j = 0 and ⟨j⟩ = p. (8)

Let q be the true flux with mean p, so that its field has the mean e = K⁻¹p. Write j = q + d, where div d = 0 and ⟨d⟩ = 0. The cross term is

2⟨q·d/k⟩ = 2⟨E·d⟩ = 2e·⟨d⟩ − 2⟨∇χ·d⟩ = 0.

The first part vanishes because d has zero mean, the second because d has no divergence. What remains is ⟨|q|²/k⟩ plus a term that is not negative, and ⟨|q|²/k⟩ = ⟨q·E⟩ = e·Ke = p·K⁻¹p.

So far nothing depends on the dimension. In the plane, every admissible j has a rotated form Rj without curl and with mean Rp. By the Fourier argument above,

Rj = Rp − ∇ψ, with ψ periodic,

and conversely each ψ gives an admissible j. Rotation preserves length, so (8) becomes

p·K⁻¹p = min over periodic ψ of ⟨(1/k)|Rp − ∇ψ|²⟩.

The right side is principle (7) for the medium 1/k with mean field Rp. Its value is (Rp)·K[1/k](Rp), hence

p·K⁻¹p = p·RᵀK[1/k]Rp for every p.

Symmetric matrices with equal quadratic forms are equal, so K⁻¹ = RᵀK[1/k]R, or K[1/k] = RK⁻¹Rᵀ. Multiplying a conductivity by a constant multiplies K by the same constant, which restores c² and gives (2) again.

For the checkerboard, the minimum principles also supply bounds. Let U be the value of ⟨k|e − ∇φ|²⟩ for any trial φ and a unit vector e. By (7), κ ≤ U. The reciprocal medium is the original one, shifted by a tile and divided by k₁k₂. The same trial function, shifted, therefore gives an upper bound U/(k₁k₂) on 1/κ, and

k₁k₂/U ≤ κ ≤ U. (9)

The crudest trial, φ = 0, gives U = (k₁ + k₂)/2 and brackets κ between the harmonic and the arithmetic mean. Better trial functions close the bracket from both sides. When U reaches its minimum κ, the upper bound on 1/κ becomes the minimum in (8), so 1/κ = κ/(k₁k₂), which is (6).

**What each derivation assumes**

As written, both derivations use two dimensions, a local linear law, scalar conductivity, perfect contact and a solvable cell problem. The scalar form is not essential: for a symmetric positive local tensor k the same steps hold with c²Rk⁻¹Rᵀ in place of c²/k. In three dimensions a flux without divergence is the curl of a vector potential, and no rotation turns it into a gradient. Neither proof then applies, and (6) must not be carried over to a stack of cubes.

The first derivation uses existence and uniqueness, but no ordering of energies. It therefore also holds for a complex k whose real part has a positive lower bound, as in alternating electric conduction at low frequency, where k = σ + iωε. Uniqueness survives because the difference ∇δ of two solutions satisfies ⟨k|∇δ|²⟩ = 0, whose real part forces ∇δ = 0. Existence follows from the same positivity (the Lax–Milgram theorem). K remains symmetric, and it is invertible because e*·Ke = ⟨k|E|²⟩ has a positive real part. The constant c² = k₁k₂ is now complex, but the algebra leading to (2) does not use its sign, and the dual medium c²/k again consists of the two original phases, so its cell problem is solvable too. Equation (6) then holds with the root whose real part is positive. The first derivation also gives the local fields of the dual medium, not the averages alone.

The second derivation requires k to be real and positive, since complex numbers have no minimum. In return it yields bounds from approximate fields. It also explains the sign of a numerical error: finite elements with continuous trial temperatures approach κ from above, and each refinement that contains the previous trial functions can only lower the value.

**Corners and limiting cases**

Four tiles meet at each corner, and for a mean field along the tile edges the flux there is unbounded. Place the origin at a corner, with the better conductor k_h in the quadrant |θ| < π/4 and in the opposite one, and the poorer conductor k_l in the other two. For a temperature that changes sign under inversion, try

T = A r^λ cos(λθ) for |θ| < π/4,

T = B r^λ sin[λ(π/2 − θ)] for π/4 < θ < 3π/4.

Both satisfy Laplace's equation. Continuity of temperature and of normal flux at θ = π/4 requires

A cos(λπ/4) = B sin(λπ/4),

k_h A sin(λπ/4) = k_l B cos(λπ/4).

Dividing the second equation by the first gives

tan²(λπ/4) = k_l/k_h. (10)

For 400 and 140 W/(m K), λ = 0.6802. A numerical solution of the full angular problem gives the same value for the smallest nonzero exponent. The flux varies as r^(λ−1), about r^(−0.32), and diverges. The integral of k|∇T|² near the corner behaves as ∫ r^(2λ−1) dr, which is finite for λ > 0, so the corners do not upset the proofs.

For nearly equal phases, k₁ = k(1 + δ) and k₂ = k(1 − δ), equation (6) gives κ = k√(1 − δ²) ≈ k(1 − δ²/2), so the contrast lowers κ below the mean at second order. In the opposite limit, k₂ → 0 at fixed k₁, both κ and λ tend to zero: the conducting tiles touch at points, and points carry no heat. This limit is fragile. If the tiles overlap slightly, there are continuous conducting strips of finite width. A trial flux confined to them keeps (8) finite, so the conductivity no longer vanishes.

**A copper–molybdenum bar**

Take copper and molybdenum columns 0.20 mm wide, with k₁ = 400 and k₂ = 140 W/(m K). Then

κ = √(400 × 140) = √56000 = 236.64 W/(m K).

Finite elements that make no use of duality give 238.105, 237.214, 236.866 and 236.730 W/(m K) for 8, 16, 32 and 64 cells per tile edge. The values descend, as (7) requires. With U = 236.730, the bracket (9) is 236.556 ≤ κ ≤ 236.730 W/(m K). Successive differences are 0.891, 0.348 and 0.136, each about 2.56 times smaller than the one before. A corner field varying as r^λ stores in the last unresolved cell an energy proportional to its size to the power 2λ, which predicts a factor of 2^(1.36) = 2.57. Extrapolation with the exponents 2λ and 2, and an assumed third exponent 4λ whose choice hardly affects the result, gives 236.643 W/(m K), within about 1 part in 10⁷ of (6).

Two further computations test duality beyond the checkerboard. When each copper tile is enlarged by 5 µm on every side, copper fills 0.5487 of the area, and exchanging the phases is no longer a shift. The conductivities before and after exchange are 251.59 and 222.62 W/(m K), and their product is 1.00015 times k₁k₂, in accord with (4). The second case is a smooth anisotropic medium with K_xx = 181.156, K_yy = 221.617 and K_xy = −12.135 W/(m K). The dual tensor agrees with (2) to about 1 part in 10⁷. The determinant of K is 40000 to the printed accuracy, for a reason: this medium has the form k = 200 exp(f), and a shift by half a period in x reverses the sign of f. Its reciprocal is thus a shifted and rescaled copy of itself, and the comparison tests the determinant rule (5) more than duality in general.

Now let a bar 20 mm long, 10 mm wide and 1 mm thick carry 5 W along its length, with uniform end temperatures and insulated sides and faces. Let its edges run through tile centres, where the pattern has mirror lines. For a mean field along x, the function −T(−x,y) solves the same problem as T(x,y). The two differ by a constant, so T is constant on the mirror x = 0. Likewise T(x,−y) equals T(x,y), so no heat crosses the mirror y = 0. The bar, 100 tiles by 50, is then a piece of the infinite pattern with its own boundary conditions already satisfied, and

ΔT = PL/(κwt) = 5 × 0.020/(236.64 × 0.010 × 0.001) = 42.26 K.

If the edges are cut elsewhere, this argument fails and the rows of tiles at the boundary need their own treatment. For heat flowing through the thickness between faces of uniform temperature, a uniform vertical field satisfies all the conditions, and the columns act in parallel with the arithmetic mean. If the heat enters with a uniform flux instead, it must first redistribute among the columns near the face, which adds a small resistance. Where the mean field varies little over a tile width, a uniform block replacing this spreader should therefore be anisotropic, with 236.6 W/(m K) in the plane and 270 W/(m K) through it.

**How far the model is from a real spreader**

The regular copper and molybdenum columns here are a model geometry. The conductivities are rough typical values, and the following inputs are rough assumptions. How much imperfect contact matters depends on the bond. An interface resistance makes the temperature jump, so the tangential fields on the two sides differ; after rotation the normal flux would jump, and duality in the form (2) is lost. A finite-volume calculation with 64 cells per tile edge gives a change in κ of about −0.15 % for a clean bond of 10⁻⁹ m² K/W, and −12.4 % for a poor bond of 10⁻⁷ m² K/W. Because the flux across the bonds diverges at the corners, the last digit of each value is mesh error; meshes refined toward the corners give about −0.16 % and −12.5 %. The poor bond raises the drop to 42.26/0.876, or about 48 K. The 5 µm overgrowth of copper raises κ by 6.3 %. If warming by 100 K lowers k₁ by 2 % and k₂ by 3 %, κ falls by 2.5 %. With 10 W/(m² K) to air at the temperature of the cold end, the faces lose about 0.085 W, or 1.7 % of the power. The electron mean free path in copper, estimated at 36 nm, is 1.8 × 10⁻⁴ of the tile width, so a local conductivity is adequate at this size. For this bar, then, the quality of the bonds and the accuracy of the tile edges limit the prediction far more than the replacement of the pattern by a uniform block. The remaining computed values are in the numerical output.

Computed results

```
copper k1 = 400 W/(m K), molybdenum k2 = 140 W/(m K)
tile width = 0.20 mm
product k1*k2 = 56000 (W/(m K))^2
geometric mean = 236.64 W/(m K)
arithmetic mean = 270.00 W/(m K)
harmonic mean = 207.41 W/(m K)
finite elements, 8 cells per tile: K = 238.105 W/(m K)
finite elements, 16 cells per tile: K = 237.214 W/(m K)
finite elements, 32 cells per tile: K = 236.866 W/(m K)
finite elements, 64 cells per tile: K = 236.730 W/(m K)
finite elements, extrapolated: K = 236.643 W/(m K)
  relative deviation from sqrt(k1*k2) = -1.3e-07
finite volumes, 64 cells per tile: K = 236.460 W/(m K)
contrast 10:1, extrapolated K/k2 = 3.1622
  sqrt(10) = 3.1623
corner exponent, formula = 0.6802
corner exponent, angular eigenproblem = 0.6802
smooth medium: xx 181.156, yy 221.617, xy -12.135 W/(m K)
its dual, computed: xx 253.619, yy 310.263, xy -16.989 W/(m K)
its dual, predicted: xx 253.619, yy 310.263, xy -16.989 W/(m K)
largest relative duality error = 1.3e-07
stripes: across 207.41, along 270.00 W/(m K)
2:1 tiles: long axis 251.14, short 223.22 W/(m K)
  det K/(k1*k2) for 2:1 tiles = 1.00107
growth of copper tiles on each side = 5.0 um
  copper area fraction = 0.5487
  K grown = 251.59, phases exchanged = 222.62 W/(m K)
  product/(k1*k2) = 1.00015
  change of K from growth = 6.3 %
bar: 20 x 10 x 1 mm, power 5 W
temperature drop, geometric mean = 42.26 K
temperature drop, arithmetic mean = 37.04 K
temperature drop, harmonic mean = 48.21 K
clean bond 1e-09 m^2 K/W: K change -0.15 %
poor bond 1e-07 m^2 K/W: K change -12.4 %
assumed fall per 100 K: k1 2 %, k2 3 %
  K change for 100 K warming = -2.5 %
air-side coefficient = 10 W/(m^2 K)
  heat lost from both faces = 0.085 W = 1.7 % of the power
electron mean free path in copper at 300 K = 36 nm
  mean free path / tile width = 1.8e-04
```
